# Mean-Field Hopping with Site Exclusion by Density-Pinned Sweeps: test program

```python
"""Mean-field hopping with site exclusion on a periodic disordered square lattice.

Result under test: the steady state of
    sum_j [ W_ji p_j (1-p_i) - W_ij p_i (1-p_j) ] = 0,   mean(p) = c,
is unique, is found by density-pinned Gauss-Seidel sweeps, carries the same
current through every cut, and is the Fermi-Dirac distribution at zero field.

Symbols: p occupation, c mean occupation, K[i,j] hop rate i->j in units of the
nearest-neighbour downhill rate, DX[i,j] hop displacement along the field in
lattice spacings, energies in kT, field = q F a / kT.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit, logit

# ---------- inputs (rough values for an amorphous triarylamine polymer) ----------
spacing = 1.0e-9            # m
sigma_eV = 0.07             # eV
decay_length = 0.3e-9       # m, amplitude decay length
attempt = 1.0e13            # 1/s
temperature = 300.0         # K
c = 0.02                    # carriers per site
F = 1.0e7                   # V/m
eps_r = 3.0                 # relative permittivity
reorganisation_eV = 0.3     # eV
L = 20

kT = sc.k * temperature / sc.e          # eV
sigma = sigma_eV / kT
field = F * spacing / kT
decay = 2 * spacing / decay_length
base_rate = attempt * np.exp(-decay)    # 1/s
rng = np.random.default_rng(2024)


def build(energy, size, reach, drive):
    """Dense rates, displacements and neighbour table from the rate definition."""
    n = size * size
    sites = np.arange(n)
    x, y = np.divmod(sites, size)
    K, DX, table = np.zeros((n, n)), np.zeros((n, n), int), []
    for dx in range(-reach, reach + 1):
        for dy in range(-reach, reach + 1):
            if dx == 0 and dy == 0:
                continue
            j = ((x + dx) % size) * size + (y + dy) % size
            rise = energy[j] - energy - drive * dx
            K[sites, j] = np.exp(-decay * (np.hypot(dx, dy) - 1)
                                 - np.maximum(rise, 0))
            DX[sites, j] = dx
            table.append(j)
    return K, DX, np.array(table).T


def balance(K, p):
    return (p @ K) * (1 - p) - p * (K @ (1 - p))


def jacobian(K, p):
    J = K.T * (1 - p)[:, None] + K * p[:, None]
    np.fill_diagonal(J, -(p @ K + K @ (1 - p)))
    return J


def fermi(energy, density):
    level = brentq(lambda m: expit(m - energy).mean() - density, -80, 80,
                   xtol=1e-13)
    return level, expit(level - energy)


def pin_density(p, density):
    """Multiply all odds by one factor z so that the mean is the density."""
    odds, target, y = p / (1 - p), density * len(p), 0.0
    for _ in range(100):
        t = odds * np.exp(y)
        q = t / (1 + t)
        total = q.sum()
        step = np.log(target / total) * total / (q * (1 - q)).sum()
        step = min(2.0, max(-2.0, step))
        y += step
        if abs(step) < 1e-8:
            break
    t = odds * np.exp(y)
    return t / (1 + t), y


def relax(K, table, size, density, p, tol, pin=True, cap=60000):
    """Coloured Gauss-Seidel sweeps for hops of reach one, even cell size."""
    x, y = np.divmod(np.arange(size * size), size)
    blocks = []
    for colour in range(4):
        s = np.flatnonzero((x % 2) * 2 + y % 2 == colour)
        nb = table[s]
        blocks.append((s, nb, K[nb, s[:, None]], K[s[:, None], nb]))
    p, history, log_z = p.copy(), [], 0.0
    for _ in range(cap):
        old = p.copy()
        for s, nb, rate_in, rate_out in blocks:
            pn = p[nb]
            gain = np.einsum('ij,ij->i', rate_in, pn)
            loss = np.einsum('ij,ij->i', rate_out, 1 - pn)
            p[s] = gain / (gain + loss)
        if pin:
            p, log_z = pin_density(p, density)
        history.append(np.abs(p / old - 1).max())
        if history[-1] < tol:
            return p, history, log_z
    raise RuntimeError("sweeps did not converge")


def newton(K, density, p):
    """Independent solver: damped Newton in the log-odds, density as constraint."""
    u, n = logit(p), len(p)
    for _ in range(200):
        p = expit(u)
        gross = (p @ K) * (1 - p) + p * (K @ (1 - p))
        slope = p * (1 - p)
        J = jacobian(K, p) * slope[None, :] / gross[:, None]
        r = -balance(K, p) / gross
        k = np.argmax(gross)
        J[k] = slope / (density * n)
        r[k] = 1 - p.sum() / (density * n)
        du = np.linalg.solve(J, r)
        big = np.abs(du).max()
        u = u + du * min(1.0, 2.0 / max(big, 1e-300))
        if big < 1e-8:
            return expit(u)
    raise RuntimeError("Newton did not converge")


def cut_currents(K, DX, p, size):
    """Net hops per unit time through each of the cuts, counted one by one."""
    i, j = np.nonzero(K)
    d, x = DX[i, j], i // size
    flux = K[i, j] * p[i] * (1 - p[j])
    cuts = np.zeros(size)
    for s in range(np.abs(d).max()):
        right, left = d > s, -d > s
        np.add.at(cuts, (x[right] + s) % size, flux[right])
        np.add.at(cuts, (x[left] - 1 - s) % size, -flux[left])
    return cuts


def mean_current(K, DX, p, size):
    return np.sum(K * DX * np.outer(p, 1 - p)) / size


def mobility(current, size, density, drive):
    """cm2/Vs from hops per unit time through one cut."""
    return 1e4 * base_rate * current * spacing**2 / (size * density * drive * kT)


def spread(cuts):
    return (cuts.max() - cuts.min()) / abs(cuts.mean())


print(f"kT = {kT:.5f} eV; sigma/kT = {sigma:.3f}; qFa/kT = {field:.4f}")
print(f"2*alpha*a = {decay:.3f}; nearest downhill rate = {base_rate:.3e} 1/s")
n_s = c / spacing**2
print(f"cell {L}x{L} sites, {c*L*L:.0f} carriers; sheet density = {n_s*1e-4:.2e} cm^-2")

# ---------- zero field: sweeps from a uniform start must find Fermi-Dirac ----------
energy = sigma * rng.standard_normal(L * L)
uniform = np.full(L * L, c)
level, p_fd = fermi(energy, c)
K0, DX, table = build(energy, L, 1, 0.0)
p0, hist0, _ = relax(K0, table, L, c, uniform, 1e-11)
fd_error = np.abs(p0 / p_fd - 1).max()
assert fd_error < 1e-6
link = K0 * np.outer(p0, 1 - p0)
link_error = np.abs(link - link.T).max() / link.max()
assert link_error < 1e-6
print(f"zero field: {len(hist0)} sweeps; Fermi level = {level*kT:.4f} eV")
print(f"zero field: largest relative deviation from Fermi-Dirac = {fd_error:.1e}")
print(f"zero field: largest net link flux / largest link flux = {link_error:.1e}")

# ---------- finite field: convergence history and current conservation ----------
K, DX, table = build(energy, L, 1, field)
p_newton = newton(K, c, p_fd)
I_newton = mean_current(K, DX, p_newton, L)
fd_spread = spread(cut_currents(K, DX, p_fd, L))
assert fd_spread > 1e-2
print(f"in field, Fermi-Dirac guess: cut-current spread = {fd_spread:.3f} of mean")
p, sweeps, spreads = uniform, 0, []
for tol in (1e-3, 1e-5, 1e-7, 1e-11):
    p, hist, log_z = relax(K, table, L, c, p, tol)
    sweeps += len(hist)
    cuts = cut_currents(K, DX, p, L)
    spreads.append(spread(cuts))
    off = mean_current(K, DX, p, L) / I_newton - 1
    print(f"  change<{tol:.0e}: {sweeps} sweeps, cut spread {spreads[-1]:.1e}, "
          f"mean-current error {off:.1e}")
half = len(hist) // 2
factor = (hist[-1] / hist[half]) ** (1 / max(1, len(hist) - 1 - half))
newton_error = np.abs(p / p_newton - 1).max()
current = mean_current(K, DX, p, L)
assert spreads[-1] < 1e-6 and spreads[-1] < spreads[0]
assert np.allclose(cuts, current, rtol=1e-6, atol=0)
assert newton_error < 1e-6 and abs(log_z) < 1e-9
mu = mobility(current, L, c, field)
sheet = sc.e * base_rate * current / (L * spacing)      # A/m
local_level = energy + logit(p)
print(f"error reduction per sweep near the end = {factor:.5f}; final ln z = {log_z:.1e}")
print(f"largest relative difference from Newton solution = {newton_error:.1e}")
print(f"occupations: smallest {p.min():.2e}, largest {p.max():.4f}")
print(f"local chemical potential: std {local_level.std()*kT*1e3:.2f} meV, "
      f"range {np.ptp(local_level)*kT*1e3:.2f} meV")
print(f"current per channel width = {sheet*1e3:.4f} nA/um")
print(f"mobility of this sample = {mu:.4e} cm2/Vs")

# ---------- sweeps without density pinning; ordering of the steady states ----------
p_free, hist_free, _ = relax(K, table, L, c, uniform, 1e-11, pin=False)
c_free = p_free.mean()
same = newton(K, c_free, fermi(energy, c_free)[1])
assert abs(c_free / c - 1) > 0.01
assert np.abs(p_free / same - 1).max() < 1e-6
assert np.all(newton(K, 1.05 * c, p_newton) > p_newton)
print(f"without pinning: start density {c:.4f}, end density {c_free:.4f} per site")

# ---------- linear response: resistor network against the full equations ----------
G = K0 * np.outer(p_fd, 1 - p_fd)
laplace = np.diag(G.sum(1)) - G
source = -(G * DX).sum(1)
shift = np.zeros(L * L)
shift[1:] = np.linalg.solve(laplace[1:, 1:], source[1:])
network = 0.5 * np.sum(G * DX * (DX + shift[:, None] - shift[None, :])) / L
small, pair = 1e-4, []
for sign in (1, -1):
    Ks = build(energy, L, 1, sign * small)[0]
    pair.append(mean_current(Ks, DX, newton(Ks, c, p_fd), L))
slope_full = (pair[0] - pair[1]) / (2 * small)
assert abs(slope_full / network - 1) < 1e-3
mu_zero = mobility(network, L, c, 1.0)
print(f"zero-field mobility: network {mu_zero:.4e}, "
      f"full equations {mobility(slope_full, L, c, 1.0):.4e} cm2/Vs")

# ---------- independent carriers: linear master equation ----------
A = K.T - np.diag(K.sum(1))
A[0] = 1.0
rhs = np.zeros(L * L)
rhs[0] = 1.0
single = np.linalg.solve(A, rhs)
mu_single = mobility(np.sum(K * DX * single[:, None]) / L, L, 1 / L**2, field)
dilute = 1e-8
p_dilute = newton(K, dilute, fermi(energy, dilute)[1])
mu_dilute = mobility(mean_current(K, DX, p_dilute, L), L, dilute, field)
assert abs(mu_dilute / mu_single - 1) < 1e-4
print(f"independent-carrier mobility, same sample = {mu_single:.4e} cm2/Vs; "
      f"with exclusion {mu/mu_single:.3f} times that")

# ---------- longer hops: some cross two cuts ----------
K2, DX2, _ = build(energy, L, 2, field)
p2 = newton(K2, c, p_newton)
cuts2 = cut_currents(K2, DX2, p2, L)
assert np.allclose(cuts2, mean_current(K2, DX2, p2, L), rtol=1e-6, atol=0)
mu2 = mobility(cuts2.mean(), L, c, field)
print(f"hop range 1 -> 2 columns: mobility shift = {100*(mu2/mu-1):.2f} %")

# ---------- time evolution: one attractor, shrinking L1 distance ----------
side, c_t = 6, 0.05
e_t = sigma * rng.standard_normal(side**2)
K_t, _, table_t = build(e_t, side, 1, field)
start_a = np.full(side**2, c_t)
start_b = rng.random(side**2)
start_b *= c_t / start_b.mean()
h, numeric = 0.01, []
for k in range(side**2):
    d = np.zeros(side**2)
    d[k] = h
    numeric.append((balance(K_t, start_b + d) - balance(K_t, start_b - d)) / (2 * h))
numeric = np.array(numeric).T
assert np.allclose(numeric, jacobian(K_t, start_b), atol=1e-10)
assert np.abs(numeric.sum(0)).max() < 1e-10
assert (numeric - np.diag(np.diag(numeric))).min() > -1e-10
times = np.concatenate(([0.0], np.logspace(-2, 6, 33)))
runs = [solve_ivp(lambda t, q: balance(K_t, q), (0, times[-1]), s, method="Radau",
                  t_eval=times, jac=lambda t, q: jacobian(K_t, q),
                  rtol=1e-9, atol=1e-12) for s in (start_a, start_b)]
assert all(r.success for r in runs)
distance = np.abs(runs[0].y - runs[1].y).sum(0)
assert np.all(np.diff(distance) < 1e-6)
p_t = relax(K_t, table_t, side, c_t, start_a, 1e-11)[0]
time_error = max(np.abs(r.y[:, -1] - p_t).max() for r in runs)
assert time_error < 1e-6
print(f"time evolution, 6x6 cell: L1 distance {distance[0]:.3f} -> {distance[-1]:.1e}; "
      f"end state vs sweeps {time_error:.1e}")

# ---------- exact many-body exclusion process on a 3x3 cell ----------
configs = np.arange(512)
occ = ((configs[:, None] >> np.arange(9)) & 1).astype(float)
number = occ.sum(1).astype(int)


def generator(K):
    M = np.zeros((512, 512))
    for i in range(9):
        for j in range(9):
            if i != j:
                src = configs[(occ[:, i] == 1) & (occ[:, j] == 0)]
                M[src ^ (1 << i) ^ (1 << j), src] += K[i, j]
    return M - np.diag(M.sum(0))


c_x, ratios = 1 / 9, []
for sample in range(24):
    e_x = sigma * rng.standard_normal(9)
    f_x = fermi(e_x, c_x)[1]
    product = np.prod(np.where(occ == 1, f_x, 1 - f_x), axis=1)
    if sample == 0:
        M0 = generator(build(e_x, 3, 1, 0.0)[0])
        assert np.abs(M0 @ product).max() < 1e-12
    K_x, DX_x, _ = build(e_x, 3, 1, field)
    M = generator(K_x)
    P = np.zeros(512)
    for n in range(10):
        s = np.flatnonzero(number == n)
        block = M[np.ix_(s, s)].copy()
        block[0] = 1.0
        b = np.zeros(len(s))
        b[0] = product[s].sum()
        P[s] = np.linalg.solve(block, b)
    density = P @ occ
    allowed = density[:, None] - occ.T @ (P[:, None] * occ)
    flow = K_x * allowed
    assert np.abs(flow.sum(1) - flow.sum(0)).max() < 1e-11
    assert abs(density.mean() - c_x) < 1e-10
    p_x = newton(K_x, c_x, f_x)
    ratios.append(np.sum(flow * DX_x) / 3 / mean_current(K_x, DX_x, p_x, 3))
ratios = np.array(ratios)
print(f"exact / mean-field current, 24 cells of 3x3, c = {c_x:.3f}: "
      f"mean {ratios.mean():.4f}, min {ratios.min():.4f}, max {ratios.max():.4f}")

# ---------- cell size and sample spread ----------
means = {}
for size, count in ((10, 32), (20, 16), (28, 8)):
    values = []
    for _ in range(count):
        e = sigma * rng.standard_normal(size**2)
        Ke, De, _ = build(e, size, 1, field)
        pe = newton(Ke, c, fermi(e, c)[1])
        values.append(mobility(mean_current(Ke, De, pe, size), size, c, field))
    values = np.array(values)
    means[size] = values.mean()
    print(f"  {size}x{size}, {count} samples: mobility {values.mean():.3e} +- "
          f"{values.std(ddof=1)/np.sqrt(count):.1e} (std error), "
          f"sample std {values.std(ddof=1):.1e} cm2/Vs")
print(f"cell 20 -> 28: shift of mean mobility = {100*(means[28]/means[20]-1):.1f} %")

# ---------- size of neglected effects for these numbers ----------
coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * eps_r)     # V m
print(f"neglected: Coulomb energy at mean spacing {n_s**-0.5*1e9:.2f} nm "
      f"= {coulomb*n_s**0.5*1e3:.1f} meV (eps_r = {eps_r:.1f})")
print(f"neglected: double-occupation energy scale = {coulomb/spacing:.3f} eV "
      f"= {coulomb/spacing/kT:.1f} kT")
z0 = 2 * eps_r * sc.epsilon_0 * kT / (sc.e * n_s)
print(f"neglected: classical accumulation depth = {z0*1e9:.3f} nm, "
      f"charge beyond 1 spacing = {100/(1+spacing/z0):.0f} %")
print(f"neglected: polaron barrier {reorganisation_eV/4*1e3:.0f} meV, "
      f"rate factor {np.exp(-reorganisation_eV/(4*kT)):.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
kT = 0.02585 eV; sigma/kT = 2.708; qFa/kT = 0.3868
2*alpha*a = 6.667; nearest downhill rate = 1.273e+10 1/s
cell 20x20 sites, 8 carriers; sheet density = 2.00e+12 cm^-2
zero field: 2553 sweeps; Fermi level = -0.1819 eV
zero field: largest relative deviation from Fermi-Dirac = 1.3e-09
zero field: largest net link flux / largest link flux = 8.3e-12
in field, Fermi-Dirac guess: cut-current spread = 2.696 of mean
  change<1e-03: 210 sweeps, cut spread 5.4e-02, mean-current error 6.5e-03
  change<1e-05: 648 sweeps, cut spread 5.1e-04, mean-current error 5.9e-05
  change<1e-07: 1098 sweeps, cut spread 5.2e-06, mean-current error 5.9e-07
  change<1e-11: 2000 sweeps, cut spread 5.1e-10, mean-current error 5.8e-11
error reduction per sweep near the end = 0.98983; final ln z = 5.0e-13
largest relative difference from Newton solution = 9.7e-10
occupations: smallest 1.75e-07, largest 0.7254
local chemical potential: std 9.60 meV, range 46.23 meV
current per channel width = 0.4162 nA/um
mobility of this sample = 1.2990e-04 cm2/Vs
without pinning: start density 0.0200, end density 0.0733 per site
zero-field mobility: network 1.1382e-04, full equations 1.1382e-04 cm2/Vs
independent-carrier mobility, same sample = 7.9973e-05 cm2/Vs; with exclusion 1.624 times that
hop range 1 -> 2 columns: mobility shift = 2.43 %
time evolution, 6x6 cell: L1 distance 0.866 -> 1.8e-11; end state vs sweeps 6.8e-12
exact / mean-field current, 24 cells of 3x3, c = 0.111: mean 0.9310, min 0.7255, max 0.9954
  10x10, 32 samples: mobility 2.227e-04 +- 2.5e-05 (std error), sample std 1.4e-04 cm2/Vs
  20x20, 16 samples: mobility 1.779e-04 +- 1.4e-05 (std error), sample std 5.6e-05 cm2/Vs
  28x28, 8 samples: mobility 1.707e-04 +- 8.9e-06 (std error), sample std 2.5e-05 cm2/Vs
cell 20 -> 28: shift of mean mobility = -4.0 %
neglected: Coulomb energy at mean spacing 7.07 nm = 67.9 meV (eps_r = 3.0)
neglected: double-occupation energy scale = 0.480 eV = 18.6 kT
neglected: classical accumulation depth = 0.429 nm, charge beyond 1 spacing = 30 %
neglected: polaron barrier 75 meV, rate factor 0.0550
ALL CHECKS PASSED
```
